\section*{Why a counterclockwise transfer loop does not prove ferroelectric switching}

\section{A loop from a film without polarization}

A transistor has a hafnia-based film between its metal gate and its silicon channel. The gate voltage $V_G$ is swept up and then down, and the drain current $I_D$ does not retrace its path. On the return sweep the current is higher. Has the film switched its ferroelectric polarization?

Take an n-channel device and plot $I_D$ upward against $V_G$ to the right. The path runs to the right along the lower branch and back along the upper one, so the loop is counterclockwise. Let $V_T$ be the gate voltage at a fixed read current. The loop width
\begin{equation}
\Delta=V_T^{\rm up}-V_T^{\rm down}
\end{equation}
is then positive. A clockwise loop has $\Delta<0$.

The following film has no switchable polarization, yet it gives $\Delta>0$. It contains mobile positive ions. Its thickness is $t_F=10$ nm and its relative permittivity is 30. A silicon-oxide interlayer of thickness $t_I=1$ nm and relative permittivity 3.9 separates it from p-type silicon with $5\times10^{17}$ acceptors per cm$^3$. The ion density is $N=1.25\times10^{13}$ cm$^{-2}$, or $qN=2.00\ \mu$C/cm$^2$, where $q$ is the elementary charge. The ion mobility is $\mu=5\times10^{-12}$ cm$^2$/Vs. The ion values are round choices, not measurements.

\subsection{What the ions do to the threshold}

Measure $x$ from the gate towards the silicon, and let $c(x,t)$ be the ion number density. Let $Q_s$ be the electric displacement entering the silicon, which is minus the silicon charge per area. There is no free charge in the interlayer. Gauss's law, applied between a plane $x$ in the film and the silicon surface, gives
\begin{equation}
\varepsilon_F E(x)=Q_s-q\int_x^{t_F}c(x')\,dx',
\label{eq:field}
\end{equation}
where $\varepsilon_F$ is the film permittivity. The voltage across the film is the integral of $E$. In the double integral, an ion at $x'$ is counted for every $x$ between 0 and $x'$, a length $x'$. Hence
\begin{equation}
\int_0^{t_F}E\,dx=\frac{Q_st_F}{\varepsilon_F}-\frac{M}{\varepsilon_F},
\qquad M=q\int_0^{t_F}x\,c(x)\,dx .
\end{equation}
The interlayer, of permittivity $\varepsilon_I$, adds $Q_st_I/\varepsilon_I$, and the silicon adds its band bending $\psi_s$. With $V_{FB}$ the flat-band voltage of the stack without ions,
\begin{equation}
V_G-V_{FB}=\psi_s+\frac{Q_s}{C}-\frac{M}{\varepsilon_F},
\qquad \frac1C=\frac{t_F}{\varepsilon_F}+\frac{t_I}{\varepsilon_I}.
\label{eq:gate}
\end{equation}
At the read current $\psi_s$ and $Q_s$ have fixed values. The threshold therefore moves by $-M/\varepsilon_F$. It is convenient to write $M=St_F$, where $S$ is the charge per area that would have the same effect if it all sat at the channel face of the film. The shift is
\begin{equation}
\delta V_T=-\frac{t_F}{\varepsilon_F}\,S .
\label{eq:shift}
\end{equation}
Here $t_F/\varepsilon_F$ amounts to 0.3765 V per $\mu$C/cm$^2$.

\subsection{Why the ions lag, and in which direction}

The ions drift in the field and diffuse. Their flux is
\begin{equation}
J=\mu\left(cE-\frac{k_BT}{q}\frac{\partial c}{\partial x}\right),\qquad
\frac{\partial c}{\partial t}=-\frac{\partial J}{\partial x},
\end{equation}
with $J=0$ at both faces, because no ion leaves the film. Integration by parts gives
\begin{equation}
\frac{dM}{dt}=-q\int_0^{t_F}x\frac{\partial J}{\partial x}\,dx
=-q\big[xJ\big]_0^{t_F}+q\int_0^{t_F}J\,dx
=q\int_0^{t_F}J\,dx .
\end{equation}
A sufficiently positive gate voltage drives a flux towards the channel and raises $M$. If the ions have not returned when the current is read on the way down, $V_T$ is lower than it was on the way up.

The time scale follows from the drift speed. In a field of 1 MV/cm the speed is $5\times10^{-6}$ cm/s, so 10 nm is crossed in 0.2 s. A sweep lasting about a second gives the ions time to cross but not to follow every change of voltage.

\subsection{The computed loop}

For the current, take a small drain voltage $V_D=0.05$ V, equal channel width and length, and an electron mobility $\mu_n=200$ cm$^2$/Vs. Then $I_D=\mu_nQ_nV_D$, where $Q_n$ is the magnitude of the channel-electron charge per area. The read current of $0.10\ \mu$A corresponds to $Q_n=0.01\ \mu$C/cm$^2$.

The silicon charge follows from Poisson's equation with Boltzmann statistics. Let $\beta=q/k_BT$, let $N_A$ be the acceptor density and $n_0$ the bulk electron density. The charge density is $q[N_A(e^{-\beta\psi}-1)-n_0(e^{\beta\psi}-1)]$. Multiplying Poisson's equation by the potential gradient and integrating from the neutral bulk to the surface gives, with $\varepsilon_s$ the silicon permittivity,
\begin{align}
Q_s^2&=2\varepsilon_sk_BTN_A\,(A+B),\\
A&=e^{-\beta\psi_s}+\beta\psi_s-1,\qquad
B=\frac{n_0}{N_A}\left(e^{\beta\psi_s}-\beta\psi_s-1\right).
\end{align}
$Q_s$ has the sign of $\psi_s$. For positive $\psi_s$ the part with $B=0$ is assigned to the depleted acceptors and the rest to electrons:
\begin{equation}
Q_n=\sqrt{2\varepsilon_sk_BTN_A}\left(\sqrt{A+B}-\sqrt A\right).
\end{equation}
This is the charge-sheet approximation, which treats the electron layer as thin.

The gate runs from $-2.5$ to $2.5$ V in 1 s and back in 1 s, at 300 K, with $V_{FB}=-0.50$ V. All ions start at the gate, and the third cycle is read. Without ions the threshold would be 0.697 V. At the read points $S=0.299\ \mu$C/cm$^2$ going up and $1.419\ \mu$C/cm$^2$ going down, so equation (\ref{eq:shift}) gives
\begin{align}
V_T^{\rm up}&=0.697-0.3765\times0.299=0.58\ {\rm V},\\
V_T^{\rm down}&=0.697-0.3765\times1.419=0.16\ {\rm V}.
\end{align}
The width is $\Delta=+0.42$ V. Since $M=St_F=qN\bar x$, the mean ion position is $\bar x=t_FS/(qN)$. It is 1.5 nm from the gate at the upward read point and 7.1 nm at the downward one. These values come from a 0.5 nm grid in the film. A finer grid moves $S$ to about 0.309 and $1.416\ \mu$C/cm$^2$ and $\Delta$ to 0.417 V, which leaves the rounded thresholds and positions unchanged. At $V_G=0.7$ V the current is $0.90\ \mu$A going up and $7.4\ \mu$A going down. This is a clear counterclockwise memory loop with no ferroelectric switching.

\section{The general statement and its proof}

Assume that the stack is laterally uniform, that the drain voltage is small, and that charge in the film is static during a current reading. Assume also that the film charge does not alter the channel mobility, and that the silicon, the interlayer with any charge in it, and the contacts stay the same. Then, at a given $V_G$, the drain current depends on the charge and polarization of the film through the single number $M$.

To prove this, let the film contain any free or trapped charge density $\rho(x)$ and any polarization $P(x)$, positive towards the channel. Here $P$ is the switchable part, and the linear response is already in $\varepsilon_F$. The displacement is $\varepsilon_FE+P$, so Gauss's law becomes
\begin{equation}
\varepsilon_FE(x)=Q_s-P(x)-\int_x^{t_F}\rho(x')\,dx'.
\end{equation}
Integrating over the film as before reproduces equation (\ref{eq:gate}), now with
\begin{equation}
M=\int_0^{t_F}x\rho(x)\,dx+\int_0^{t_F}P(x)\,dx .
\label{eq:moment}
\end{equation}
The quantity $\psi_s+Q_s(\psi_s)/C$ rises steadily with $\psi_s$, because $Q_s$ does. Each value of $V_G+M/\varepsilon_F$ therefore fixes one $\psi_s$, hence one $Q_n$ and one current. This completes the proof.

A uniform polarization has $M=Pt_F$, so $S=P$. It acts like a sheet of charge $P$ at the channel face. Whatever history $S(t)$ the ions produce, a polarization with the same history would give the same transfer curve, point by point.

A numerical solution of Poisson's equation through film, interlayer and silicon tests this equivalence without using equation (\ref{eq:moment}). Three sources with equal moment were compared at $V_G=1.0$ V: a polarization of $1\ \mu$C/cm$^2$, a face sheet of $1\ \mu$C/cm$^2$, and a bell-shaped charge centred 4 nm from the gate. The last needs $2.50\ \mu$C/cm$^2$, because it lies closer to the gate. All three give $0.811\ \mu$C/cm$^2$ of channel electrons.

Subtracting equation (\ref{eq:shift}) at the two read points gives the rule for the direction:
\begin{equation}
\Delta=\frac{t_F}{\varepsilon_F}\left(S_{\rm down}-S_{\rm up}\right).
\label{eq:width}
\end{equation}
The loop reports whether the retained moment is more positive or more negative after the positive part of the sweep. It does not report what carries the moment.

\section{Polarization, trapping, and both together}

Replace the ions by a switchable polarization obeying
\begin{equation}
\frac{dP}{dt}=\frac{P_s\,{\rm sgn}(E)-P}{\tau(E)},\qquad
\tau(E)=\tau_0\,e^{(E_a/E)^2},
\end{equation}
with $P_s=15\ \mu$C/cm$^2$, $\tau_0=1$ ns and $E_a=3.5$ MV/cm. The field is $E=(Q_s-P)/\varepsilon_F$, so $P$ weakens the field that creates it. With the same 1 s sweep, $S=P$ is $-1.51\ \mu$C/cm$^2$ at the upward read point and $+1.82\ \mu$C/cm$^2$ at the downward one. Equation (\ref{eq:width}) gives $\Delta=0.3765\times3.33=+1.25$ V, again counterclockwise.

For electrons trapped at the boundary between film and interlayer, with density $n_t$, the equivalent charge is $S=-qn_t$. Take
\begin{equation}
\frac{dn_t}{dt}=\frac{Q_n}{qn_r}\,\frac{N_t-n_t}{\tau_c}-\frac{n_t}{\tau_e},
\end{equation}
with $N_t=1.25\times10^{13}$ cm$^{-2}$, $n_r=10^{13}$ cm$^{-2}$, $\tau_c=0.02$ s and $\tau_e=0.5$ s. Positive gate bias supplies channel electrons and fills the traps. In the 1 s sweep $S$ changes from $-0.10$ to $-1.61\ \mu$C/cm$^2$ between the read points, and $\Delta=-0.57$ V. The loop is clockwise.

Trapping that exchanges electrons with the gate has the other sign. If positive gate bias draws electrons out of film traps into the gate, $M$ rises. If that change survives until the read point, the loop is counterclockwise. Ions are thus not the only alternative to polarization.

The converse inference also fails. Combine a weak polarization, $P_s=0.5\ \mu$C/cm$^2$, with the traps above, so that $S=P-qn_t$. In the 1 s sweep $P$ goes from $-0.486$ to $+0.500\ \mu$C/cm$^2$ between the read points, a nearly complete reversal. Meanwhile $qn_t$ rises from 0.101 to $1.614\ \mu$C/cm$^2$. Therefore
\begin{equation}
\Delta=0.3765\,(0.986-1.513)\ {\rm V}=-0.20\ {\rm V}.
\end{equation}
At the read current the loop is clockwise although the polarization has switched. The direction need not be the same everywhere: the branches cross near 1.46 V and again near 1.64 V, and between these points the return current is higher by up to about 14\%. With other amounts the two terms could cancel and leave no width at the read current.

\section{What a change of sweep time adds}

The static curve hides the source, but different sources can move at different rates. With all other settings held fixed, the computed widths in volts are:
\begin{center}
\begin{tabular}{lrrr}
One-way sweep time & 1 ms & 1 s & $10^4$ s\\
Polarization & $+0.54$ & $+1.25$ & $+1.24$\\
Mobile ions & $+0.003$ & $+0.42$ & $0.00$\\
Electron traps & $-0.02$ & $-0.57$ & $0.00$
\end{tabular}
\end{center}

The small 1 ms entries for ions and traps depend on the starting state, here ions at the gate and empty traps, because three short cycles do not erase it. A uniform ion start gives $+0.001$ V, and nearly full traps give 0.000 V. The ion loop closes at both ends. In 1 ms at 1 MV/cm an ion drifts only 0.05 nm, so $M$ hardly changes. In the very slow sweep the ions stay close to equilibrium at each voltage. Then $M$ is nearly the same function of $V_G$ in both directions, and equation (\ref{eq:width}) gives almost no width.

The polarization loop survives over this range because its switching time depends steeply on field. At 1 MV/cm, $\tau=1\ {\rm ns}\times e^{12.25}\approx0.2$ ms. At 0.5 MV/cm the exponent is 49, and $\tau$ is about $2\times10^{12}$ s. A state written at high field can thus remain at low field even in a slow sweep.

A loop that persists from milliseconds to hours therefore speaks against freely moving ions of this mobility. It is evidence, not proof. Ions pinned at an interface could also persist, and faster ions would keep their loop open in faster sweeps. A stronger case adds the switching charge measured with pulses too short for ions to cross, with leakage and trapping accounted for, and structural or piezoelectric evidence of a reversible polar state.

\section{The model beside real devices}

The layer thicknesses and voltages lie in the rough regime of hafnium-zirconium-oxide transistors, where windows of order one volt are familiar. Such films can have remanent polarizations of roughly 10 to 25 $\mu$C/cm$^2$, far above the 1.5 to 1.8 $\mu$C/cm$^2$ at the read points here. The model explains its own small value. Putting $Q_s=\varepsilon_FE+P$ into the voltage balance gives
\begin{equation}
E\left(t_F+\frac{\varepsilon_Ft_I}{\varepsilon_I}\right)
=V_G-V_{FB}-\psi_s-\frac{Pt_I}{\varepsilon_I}.
\end{equation}
For $P=15\ \mu$C/cm$^2$ the last term is 4.3 V, more than the sweep can supply. In real devices trapped charge can compensate much of the polarization, so the separation into pure mechanisms need not hold. The mixed device shows that this can even reverse the loop.

Other omissions also matter. At the top of the 1 s polarization sweep the interlayer field is 11 MV/cm, within a rough breakdown range of 10 to 15 MV/cm. The 1 s ion sweep reaches nearly the same value, 10.7 MV/cm. A simple barrier estimate gives an electron tunnelling time through the interlayer of about 1 ns at this field, and up to roughly 10 ns at the lower fields of the trap device. The oxide itself is then a weak obstacle to trapping, and real traps may fill much faster than the chosen 0.02 s. This matters for the direction of the loop. With a capture time of 10 $\mu$s and all else unchanged, the traps fill before the upward read point. The trap loop then closes at the read current, and the mixed loop becomes counterclockwise, with $\Delta$ about $+0.14$ V. A clockwise trap loop requires that the traps hold fewer electrons at the upward read point than at the downward one, but they need not be empty. With a capture time of 0.3 ms they are two thirds full at the upward read point, and $\Delta$ is still $-0.24$ V. The clockwise mixed loop needs slower traps: with 0.1 ms it is already counterclockwise, while the traps alone give $-0.07$ V. Quantum confinement and degeneracy of the electrons add roughly 0.3 V of band bending at the top of the sweep. Subtracting this from the top voltage lowers the polarization window from 1.25 to about 0.9 V. The holes that accumulate at the negative end of the sweep need a correction of similar size, which narrows the window further, to roughly half a volt. The loop stays counterclockwise. The same corrections lower the 1 s ion window only from 0.42 to roughly 0.37 V.

Temperature matters for the ions. If their mobility is assumed to follow an Arrhenius law with a barrier of 0.7 eV, it is about 80 times larger at 85 $^\circ$C. With only this mobility changed and everything else kept at its 300 K value, the 1 s ion loop shrinks from 0.42 to 0.007 V. A loop that shrinks on heating may thus come from ions that have become faster, and a shorter sweep is needed to look for them. Grain-to-grain variation and gate leakage are left out; strong lateral variation breaks the one-number description itself, because different parts of the channel then have different thresholds.

The remaining inputs and computed values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
film 10 nm, eps_r 30; interlayer 1 nm, eps_r 3.9
acceptors 5.0e+17 /cm3, ni 1.0e+10 /cm3, silicon eps_r 11.7
flat band -0.50 V, sweep -2.5 to 2.5 V, T 300 K
channel mobility 200 cm2/Vs, drain 0.05 V, read current 0.10 uA, width/length 1
polarization: P_s 15.0 uC/cm2, tau_0 1.0 ns, E_a 3.5 MV/cm
ions: 1.25e+13 /cm2 = 2.00 uC/cm2, mobility 5.0e-12 cm2/Vs
traps: 1.25e+13 /cm2 = 2.00 uC/cm2, capture 0.02 s at 1e+13 /cm2, emission 0.5 s
stack capacitance 1.501 uF/cm2
threshold shift for S = +1 uC/cm2: -0.3765 V
threshold with S = 0: 0.697 V
Poisson, V_G 0.0 V, electrons (uC/cm2): polarization 0.00000, face sheet 0.00000, spread 0.00000
Poisson, V_G 1.0 V, electrons (uC/cm2): polarization 0.81132, face sheet 0.81132, spread 0.81132
total spread charge with the same moment: 2.50 uC/cm2
1 s one-way sweep, third cycle:
 polarization: V_T up 1.266 V, down 0.012 V, width +1.254 V
   S at read: up -1.509, down +1.820 uC/cm2
   current at 0.7 V: up 9e-10 uA, down 8.16 uA
 mobile ions: V_T up 0.585 V, down 0.163 V, width +0.421 V
   S at read: up +0.299, down +1.419 uC/cm2
   current at 0.7 V: up 0.902 uA, down 7.44 uA
 electron traps: V_T up 0.735 V, down 1.305 V, width -0.570 V
   S at read: up -0.101, down -1.614 uC/cm2
   current at 0.7 V: up 0.0366 uA, down 2.38e-08 uA
loop width (V) for one-way sweep times 0.001 s, 1 s, 10000 s
 polarization: +0.5358, +1.2536, +1.2411
 mobile ions: +0.0030, +0.4214, +0.0000
 electron traps: -0.0170, -0.5695, -0.0003
largest read-current difference from Poisson: 1.8 %
ion width with 11 instead of 21 planes: +0.426 V
mixed device, P_s 0.5 uC/cm2 plus the same traps: width -0.198 V
   P at read: up -0.486, down +0.500 uC/cm2
   trapped charge at read: up 0.101, down 1.614 uC/cm2 (magnitude)
neglected effects, polarization loop at top of 1 s sweep:
 interlayer field 11.0 MV/cm (rough breakdown scale 10 to 15)
 channel density 2.11e+13 /cm2
 lowest level 0.262 eV, Fermi energy above it 0.133 eV
 extra band bending 0.288 V; width with top voltage reduced by it +0.904 V
 interlayer barrier 3.1 eV, tunnel mass 0.5 m_e: transmission 1.8e-05, escape time 1.0e-09 s
 ions at 85 C, hop barrier 0.7 eV: mobility x81, 1 s width +0.0069 V
\end{verbatim}
